# Collective and single-dipole relaxation times: static and dynamic correlation factors, part 2

How is the relaxation time of the total dipole of $N$ equivalent dipoles related to that of one dipole? The dipole components $u_i$ have zero mean and unit variance, $M=\sum_iu_i$, and $S_{ij}=\langle u_iu_j\rangle$, with classical equilibrium averages. The static factor is $g=\langle M^2\rangle/N$. The integral times are

$$\tau_s=\int_0^\infty\langle u_1(t)u_1\rangle\,dt,\qquad
\tau_M=\frac{1}{Ng}\int_0^\infty\langle M(t)M\rangle\,dt .$$

$L$ generates the motion, $W=-L$, and $Q$ removes the projection on the $u_i$. The Mori kernel $K(z)$, with Laplace variable $z$, has the elements $K_{11}=\kappa$ and $K_{MM}=N\kappa J$, which define the dynamic factor $J$; without an argument, $z=0$. For reversible stochastic motion $K_{ij}$ is the instantaneous rate $\langle u_iWu_j\rangle$ minus a memory term. For equivalent particles

$$\tau_M=\frac{g}{J\kappa},\qquad \kappa\tau_s=1+\frac{(g-J)^2}{J(N-J)},\qquad \tau_M\to\frac gJ\,\tau_s\quad(N\to\infty).$$

The last is the Kivelson–Madden relation. With $R=\tau_M/\tau_s$, section 1.8 gives

$$J=\frac{g\,(N-Rg)}{R\,(N-2g)+g} .$$

The example is a ring of dipoles $s_i=\pm1$ with energy $-b\sum_is_is_{i+1}$ in units of $k_BT$. A dipole flips at the heat-bath rate

$$w_i=\frac{r}{1+e^{\Delta_i}},$$

where $\Delta_i$ is the change of reduced energy. Single flips give $LM=-r(1-\tanh2b)M$. For reversible jumps,

$$\langle XWY\rangle=\tfrac12\Big\langle\sum_{\rm jumps}w\,\Delta X\,\Delta Y\Big\rangle .$$

For dipoles fixed at their sites (the frozen ring), the site kernel is diagonal, with element $\kappa_0=2\langle w_i\rangle$, and

$$\frac{\tau_M}{\tau_s}=\frac{g}{\sum_jS_{1j}^2},$$

with $S_{1j}$ taken between sites. In a long ring $g=e^{2b}$ and $\sum_jS_{1j}^2=\cosh2b$. For $b=0.3$ and $N=12$ these two quantities are 1.8221 and 1.1855.

Algebra is in atomic units, with $\hbar=1$; numerical rates are given as $\hbar$ times the rate, in eV. The numerical output also lists two earlier checks: the projected kernel for five labelled dipoles, and linear dipoles with inertia.

### 2.3 The same ring with labels averaged

The Kivelson–Madden form needs equivalent particle labels. For the frozen ring this can be arranged by averaging over all assignments of labels to sites. The correlation of two given labels is then spread over all distances and is of order $1/N$. The functions $\langle u_1(t)u_1\rangle$ and $\langle M(t)M\rangle$ do not change, but the kernel does. The label variables do not say which dipoles are neighbours, and this missing information appears as memory.

For $N\to\infty$, comparison of $\tau_M/\tau_s=g/J$ with the result above gives $J=\sum_jS_{1j}^2=\cosh2b$. At $N=12$ the computed $J$ is 1.1430, and the finite-size correction accounts for the difference from 1.1855:

$$1.1430\left[1+\frac{(1.8221-1.1430)^2}{1.1430\,(12-1.1430)}\right]=1.1855 .$$

The value of $J$ therefore depends on which variables are projected out. A kernel from a site-resolved theory must not be inserted into the label-symmetric relation.

### 2.4 Exchange of places and concerted flips

Let neighbouring particles now exchange places, carrying their dipoles with them. Exchange leaves $M$ unchanged, so with single flips $LM=-r(1-\tanh2b)M$ still holds, and $\tau_M$ and $K_{MM}$ keep their values. With pair flips or a depolarizing field $LM$ is no longer proportional to $M$, and both quantities then depend on the exchange rate, weakly for the parameters used here. It also leaves the dipole of a labelled particle unchanged, so the instantaneous part of $K_{11}$ remains $\kappa_0$ and $QWu_1$ does not depend on the exchange rate. Faster exchange adds a non-negative operator to $QWQ$ and cannot increase the memory term. Thus $K_{11}$ cannot fall, and $J=\kappa_0/K_{11}$ cannot rise, when exchange is made faster. Since memory cannot raise $K_{11}$ above $\kappa_0$, single flips give $J\ge1$ in this model.

The numbers for $N=12$ follow this order: $J=1.1430$ without exchange, 1.0896 with an exchange rate parameter equal to $r$, and 1.0013 when exchange is 300 times faster. In the last case nearly all memory of the neighbours has gone.

A second source of dynamic correlation is concerted motion. Let neighbouring dipoles $i$ and $j$ also flip together at a rate $w_{ij}$ that obeys detailed balance. Their changes are $-2s_i$ and $-2s_j$, so the jump formula gives the instantaneous cross element

$$\tfrac12\langle w_{ij}(-2s_i)(-2s_j)\rangle=2\langle w_{ij}s_is_j\rangle .$$

It is positive if parallel pairs contribute more to the joint flips than antiparallel ones. Such moves change the rates but not the equilibrium weights, so $g$ stays the same. A measurement of $g$ therefore cannot determine $J$.

### 2.5 Worked example

The parameters are round model values: $k_BT=0.025$ eV, neighbour coupling $0.0075$ eV, so $b=0.30$, and $\hbar r=1.0\times10^{-5}$ eV. The exchange parameter equals $r$, and the pair-flip parameter is zero or $r/2$. Both kinds of move use the same heat-bath factor as the single flips. The ring has $N=14$ dipoles. It models the mechanism of correlation and not a particular liquid.

**Single flips.** Here $g=1.822$ and $J=1.098$. The collective kernel per dipole is $\hbar\kappa J=8.436\times10^{-6}$ eV, hence

$$\frac{\hbar}{\tau_M}=\frac{8.436\times10^{-6}}{1.822}=4.63\times10^{-6}\ \text{eV},\qquad \tau_M=142.2\ \text{ps}.$$

The single-dipole time is 88.8 ps and the ratio is 1.600.

**With pair flips.** The static factor is still 1.822, but $J$ rises to 1.217. The kernels are $\hbar\kappa=1.577\times10^{-5}$ eV and $\hbar\kappa J=1.919\times10^{-5}$ eV, so

$$\frac{\hbar}{\tau_M}=\frac{1.919\times10^{-5}}{1.822}=1.053\times10^{-5}\ \text{eV},\qquad \tau_M=62.5\ \text{ps}.$$

The finite-size correction is

$$\frac{(1.822-1.217)^2}{1.217\times12.783}=0.0235,\qquad
\frac{\tau_M}{\tau_s}=\frac{1.497}{1.0235}=1.463 ,$$

and $\tau_s=42.7$ ps. Setting $J=1$ in the large-$N$ relation would give $\tau_M=1.822\times42.73=77.9$ ps, which is 25% above the computed collective time. Pair flips shorten both times, but the collective one by the larger factor.

### 2.6 Sample shape

A uniformly polarized body with depolarizing factor $n_d$ has the internal field $-4\pi n_dP$ along the chosen axis. Let $\mu$ be the root-mean-square dipole component and $v$ the volume per dipole, so that $P=\mu M/(Nv)$. The field energy is half of minus field times polarization times volume:

$$\tfrac12(4\pi n_d)P^2Nv=\frac{2\pi n_d\mu^2M^2}{Nv}.$$

Divided by $k_BT$ this is

$$\frac{\lambda M^2}{2N},\qquad \lambda=\frac{4\pi n_d\mu^2}{v\,k_BT}.$$

Let $g$ and $\tau_M$ denote the values without this field. Apply a weak external field that adds $-hM$ to the reduced energy, and let $m=\langle M\rangle/N$. The response function for a sudden pulse is $-N^{-1}d\langle M(t)M\rangle/dt$, by the fluctuation–dissipation theorem. Integration by parts in its Laplace transform gives

$$\chi(z)=g-\frac zN\int_0^\infty e^{-zt}\langle M(t)M\rangle\,dt=g\,(1-z\tau_M+\dots).$$

For large $N$ the depolarizing field acts as a mean field: each dipole feels $h-\lambda m$. Solving $m=\chi(h-\lambda m)$ gives $m=\chi h/(1+\lambda\chi)$. To first order in $z$,

$$\frac{\chi}{1+\lambda\chi}=\frac{g}{1+\lambda g}\left[1-z\tau_M+\frac{\lambda g}{1+\lambda g}\,z\tau_M\right]
=\frac{g}{1+\lambda g}\left[1-\frac{z\tau_M}{1+\lambda g}\right].$$

Both quantities are therefore divided by the same number:

$$g\to\frac{g}{1+\lambda g},\qquad \tau_M\to\frac{\tau_M}{1+\lambda g}.$$

The fluctuating field on one dipole is $-\lambda M/N$, of size $N^{-1/2}$. Its first-order effect needs the correlation between this field and the same dipole, which supplies another small factor. The change of $\tau_s$ is then of order $1/N$. Since $g/\tau_M$ and $\tau_s$ keep their limits, $J=g\tau_s/\tau_M$ does not depend on shape for $N\to\infty$. The static factor does. These laws assume a uniform depolarizing field, as in an ellipsoid polarized along a principal axis, and rigid dipoles with no electronic polarizability. For a sphere in vacuum the time is then multiplied by $3/(\varepsilon+2)$, with $\varepsilon$ the static permittivity of section 2.7. In a Debye medium with high-frequency permittivity $\varepsilon_\infty>1$ the factor is $(\varepsilon_\infty+2)/(\varepsilon+2)$ instead.

In the example take $\mu=0.20\ e$Å and $v=100$ Å$^3$. A sphere in vacuum has $n_d=1/3$, which gives $\lambda=0.965$ and $1+\lambda g=2.76$. For $N=14$ with pair flips:

- $g$ falls to 0.690; the limiting law gives $1.822/2.76=0.66$.
- $\tau_M$ falls to 24.7 ps; the limiting law gives $62.5/2.7585=22.7$ ps.
- $\tau_s$ is 43.9 ps, against 42.7 ps without the field.
- $J$ is 1.205, against 1.217.

The collective time is now shorter than the single-dipole time, although the dynamic factor has hardly moved.

The remaining deviations are finite-size effects of up to 9%, relative to the limiting law. The deviation of $\tau_s$ first grows with size, from 1.4% at $N=8$ to 2.8% at $N=12$, and is nearly level at $N=14$. Two sizes would therefore not establish the limit. A cubic in $1/N$ through four sizes extrapolates all four deviations to within 0.5% of zero; the test required 1%.

### 2.7 Dielectric form and the Kirkwood factor

Without a depolarizing field, the field acting on the sample is the macroscopic field. If the permittivity at high frequency is 1, then

$$\varepsilon(z)-1=\frac{4\pi\mu^2}{v\,k_BT}\,\chi(z).$$

Let $\varepsilon$ without an argument be the static value. The dielectric integral time $\tau_D$, defined by $\varepsilon(z)-1=(\varepsilon-1)(1-z\tau_D+\dots)$, equals $\tau_M$ for this boundary condition.

The Kirkwood factor $g_K$ refers to a sphere embedded in a medium of its own static permittivity. Its depolarizing factor follows from the boundary conditions at radius 1. Take the potential $-E\,r\cos\theta$ inside and $p\cos\theta/r^2$ outside. Continuity of the potential gives $p=-E$. Continuity of the normal displacement gives

$$E+4\pi P=2\varepsilon p=-2\varepsilon E,\qquad E=-\frac{4\pi P}{2\varepsilon+1}.$$

Thus $n_d=1/(2\varepsilon+1)$ and $\lambda g=n_d(\varepsilon-1)$. The static shape law becomes

$$g_K=\frac{g}{1+(\varepsilon-1)/(2\varepsilon+1)}=\frac{2\varepsilon+1}{3\varepsilon}\,g .$$

Inserting $g$ into $\tau_D=(g/J)\tau_s$ gives

$$\tau_D=\frac{3\varepsilon}{2\varepsilon+1}\,\frac{g_K}{J}\,\tau_s .$$

The prefactor lies between 1 and $3/2$ for $\varepsilon\ge1$. It converts a static factor from one boundary condition to another and is not a dynamic correlation. The embedding medium itself responds in time, so the shape law for $\tau_M$, which assumed a constant $\lambda$, must not be used for the embedded sphere.

For the ring with pair flips, treat the permittivity along the dipole axis as that of an isotropic medium. Then $\varepsilon=6.28$, $g_K=1.31$, and the prefactor is 1.389. The large-$N$ formula gives

$$\tau_D=1.389\times\frac{1.31}{1.217}\times42.7\ \text{ps}\simeq64\ \text{ps}.$$

The direct value is 62.5 ps; the difference is the finite-size correction of 2.4% found above. Using $g_K$ without the prefactor would give about 46 ps.

### 2.8 Use and limits

Compute $g$ and $\tau_M$ from the same trajectories under the same electrostatic boundary condition. Mixing a $g$ from one condition with a $\tau_M$ from another produces a false $J$. For a finite sample, use the linear formula for $J$ from section 1.8. In the single-flip example, $R=1.6004$ gives

$$J=\frac{1.8221\,(14-1.6004\times1.8221)}{1.6004\,(14-3.6442)+1.8221}=1.098 ,$$

in agreement with the projected kernel.

The relation concerns integral times. At finite frequency the normalized collective correlation has the transform $g/[zg+\kappa(z)J(z)]$. If $\kappa(z)J(z)$ is nearly constant for $|z|$ up to about $1/\tau_M$, the correlation has the form of a single relaxation in that frequency range. Faster motion, such as a weakly damped libration, can still produce a separate loss peak at higher frequency. If the kernel varies within the range, the position of a loss maximum need not be $1/\tau_M$, and inserting it into the relation is an additional approximation.

In a mixture, labels may be permuted within each species but not between species. The scalar factors $g$ and $J$ must then be replaced by matrices over the species. If the dipoles are frozen on the time scale of observation, the time integrals do not converge within that window and the relation cannot be applied there. The computed values for all cases are in the numerical output below.

## Values computed for the example and the checks

```
thermal energy kT = 0.0250 eV
neighbour coupling = 0.0075 eV; coupling/kT = 0.300
hbar x free-dipole relaxation rate = 1.00e-05 eV
hbar x exchange rate parameter = 1.00e-05 eV
hbar x pair-flip rate parameter = 5.00e-06 eV
dipole = 0.20 e angstrom; volume = 100 angstrom^3
labelled ring N=5: max quadrature-kernel gap = 9.1e-10
inertial test N=12: input g = 2.5, J = 0.6
inertial test: lowest single-dipole correlation = -0.3266
inertial tau_M/tau_s: quadrature 2.72727, formula 2.72727
frozen ring N=12: g = 1.8221, J = 1.1430
frozen ring: sum of squared site correlations = 1.1855
frozen ring: tau_M/tau_s = 1.5370
mobile ring N=12, no pair flips: J = 1.0896
exchange 300 times faster, N=12: J = 1.0013
[single flips, N=14] g = 1.8221, J = 1.0979, g/J = 1.6597
  hbar*K_11 = 7.6834e-06 eV, hbar*K_MM/N = 8.4355e-06 eV
  hbar/tau_M = 4.6295e-06 eV, hbar/tau_s = 7.4091e-06 eV
  tau_M/tau_s = 1.6004, tau_s*K_11 = 1.03703
  tau_M = 142.18 ps, tau_s = 88.84 ps
[with pair flips, N=14] g = 1.8221, J = 1.2170, g/J = 1.4973
  hbar*K_11 = 1.5766e-05 eV, hbar*K_MM/N = 1.9187e-05 eV
  hbar/tau_M = 1.0530e-05 eV, hbar/tau_s = 1.5403e-05 eV
  tau_M/tau_s = 1.4628, tau_s*K_11 = 1.02354
  tau_M = 62.51 ps, tau_s = 42.73 ps
[pair flips + sphere field, N=14] g = 0.6900, J = 1.2050, g/J = 0.5726
  hbar*K_11 = 1.5248e-05 eV, hbar*K_MM/N = 1.8375e-05 eV
  hbar/tau_M = 2.6629e-05 eV, hbar/tau_s = 1.4990e-05 eV
  tau_M/tau_s = 0.5629, tau_s*K_11 = 1.01720
  tau_M = 24.72 ps, tau_s = 43.91 ps
sphere depolarizing parameter lambda = 0.9651
screening divisor 1+lambda*g = 2.7585
relative deviations from the infinite-N shape law:
  N=8: g +0.0857, tau_M +0.1544, tau_s +0.0135, J -0.0237
  N=10: g +0.0653, tau_M +0.1256, tau_s +0.0251, J -0.0161
  N=12: g +0.0530, tau_M +0.1055, tau_s +0.0278, J -0.0121
  N=14: g +0.0446, tau_M +0.0908, tau_s +0.0275, J -0.0098
  extrapolated: g -0.0040, tau_M +0.0022, tau_s -0.0020, J -0.0048
static permittivity (no depolarizing field) = 6.2754
embedded-sphere factor g_K = 1.3115
3 eps/(2 eps+1) = 1.3893
```
